\section*{Why a truncated infinite-medium profile misrepresents light-ion implants}

\section{Two reversals suffice}

Let an ion move on a line. It enters at $x=0$ travelling towards positive $x$, covers a fixed total path $L$, and then rests. Along the path its direction reverses at random with probability $\lambda$ per unit length. First let matter fill the whole line.

With one reversal, at path length $u$, the ion is back at $x=0$ after a path $2u$. If $2u<L$ it crosses and comes to rest outside. Discarding everything that rests at $x<0$ treats this ion correctly.

With two reversals, at $u<v$, the ion crosses outward if $v>2u$. Its final position is
\begin{equation}
x_f=u-(v-u)+(L-v)=L-2(v-u),
\end{equation}
which is positive if $v<u+L/2$. An ion with $2u<v<u+L/2$ has left the target, been turned round outside, and come to rest inside. If the region $x<0$ is vacuum, the second reversal cannot happen. Each pair $(u,v)$ has probability density $\lambda^2e^{-\lambda L}$, so to leading order in $\tau=\lambda L$ the probability of this false return is
\begin{equation}
\lambda^2\int_0^{L/2}\left(\frac L2-u\right)du=\frac{\lambda^2L^2}{8}=\frac{\tau^2}{8}.
\end{equation}
Truncation looks at where the ion ends. A surface acts on where it has been.

\section{Separating the contributions}

Now take an ion in three dimensions, with energy $E$ and direction cosine $\mu$ to the inward normal. Let $F_\infty(x)$ be the rest-depth density per incident ion when the medium fills all space, and $F_{1/2}(x)$ the density when $x<0$ is vacuum. The medium is homogeneous and isotropic, collisions are independent, and free paths are exponentially distributed. The last condition means that an ion crossing the plane keeps no memory of the distance since its last collision. There is no surface energy barrier.

Up to the first outward crossing, the two situations have the same statistics. Infinite-medium histories therefore fall into three classes: those that never cross, those that cross and rest outside, and those that cross and rest inside. The first class is the true implant. Hence, for $x>0$,
\begin{align}
F_\infty(x)&=F_{1/2}(x)+C(x),\\
C(x)&=\int dE\int_{-1}^{0}d\mu\;J(E,\mu)\,F_\infty(x;E,\mu).
\end{align}
Here $J$ is the distribution of states at first exit, per incident ion, and $F_\infty(x;E,\mu)$ is the infinite-medium density for an ion started at $x=0$ in that state. Since $C\ge0$, truncation overstates the retained dose.

Let $R$ be the true reflected fraction, $R_c$ the fraction that truncation discards, and $w$ the mean chance that an exiting ion would be returned to rest inside. The second and third classes make up $R$, and the third has weight $wR$:
\begin{equation}
R=R_c+wR\quad\Longrightarrow\quad R=\frac{R_c}{1-w}.
\label{eq:w}
\end{equation}

\section{Any number of reversals}

The line model gives each contribution in closed form. Let $f(t)$ be the density of the path length $t$ at first exit, and let a hat denote the Laplace transform from path length to $s$. For an ion at depth $x$ moving inward ($+$) or outward ($-$), let $u_\pm(x)$ be the mean of $e^{-st}$ over the path $t$ still needed to exit. Following the ion over a short step $dx$, in which it reverses with probability $\lambda\,dx$, gives
\begin{align}
u_+'&=(s+\lambda)u_+-\lambda u_-, & -u_-'&=(s+\lambda)u_--\lambda u_+ .
\end{align}
The decaying solution has $u_\pm\propto e^{-\kappa x}$ with $\kappa=\sqrt{s^2+2\lambda s}$. An outward-moving ion at the surface exits at once, so $u_-(0)=1$ and $u_-(x)=e^{-\kappa x}$. The second equation at $x=0$ then gives
\begin{equation}
\hat f=u_+(0)=\frac{s+\lambda-\kappa}{\lambda}.
\end{equation}
Because $(s+\lambda)^2-\kappa^2=\lambda^2$, we have $1/\hat f=(s+\lambda+\kappa)/\lambda$. Adding and subtracting,
\begin{equation}
\frac{(1-\hat f)^2}{\hat f}=\frac{2s}{\lambda},\qquad
\frac{1-\hat f^2}{\hat f}=\frac{2\kappa}{\lambda},\qquad
\frac{1+\hat f}{1-\hat f}=\frac{\kappa}{s}.
\label{eq:ratio}
\end{equation}

The probability of not having exited has transform $(1-\hat f)/s=(1+\hat f)/\kappa$.

Next let $p(L)$ be the probability of resting at $x<0$ in the infinite medium. After an exit at path $t$, the ion moves outward with $L-t$ left. By mirror symmetry it rests outside with probability $1-p(L-t)$. Thus
\begin{equation}
\hat p=\hat f\left(\frac1s-\hat p\right),\qquad
\hat p=\frac{\hat f}{s(1+\hat f)}
=\frac1{2s}\left(1-\frac{1-\hat f}{1+\hat f}\right)
=\frac1{2s}-\frac1{2\kappa}.
\end{equation}

To invert these expressions we need the function whose transform is $\hat f^{\,n}e^{-\kappa x}/\kappa$. In the inversion integral put $s+\lambda=\lambda\cosh\theta$, so that $\kappa=\lambda\sinh\theta$, $\hat f=e^{-\theta}$ and $ds/\kappa=d\theta$. For $L>x$ the contour can be bent to run from $\infty-i\pi$ to $\infty+i\pi$, giving
\begin{equation}
\frac{e^{-\lambda L}}{2\pi i}\int_{\infty-i\pi}^{\infty+i\pi}
e^{\lambda(L\cosh\theta-x\sinh\theta)-n\theta}\,d\theta
=e^{-\lambda L}\xi^nI_n(z).
\label{eq:inverse}
\end{equation}
Here $z=\lambda\sqrt{L^2-x^2}$ and $\xi=\sqrt{(L-x)/(L+x)}$. The equality follows from $L\cosh\theta-x\sinh\theta=\sqrt{L^2-x^2}\cosh(\theta-\beta)$ with $\tanh\beta=x/L$. Shifting $\theta$ by $\beta$ leaves the integral representation of the modified Bessel function $I_n(z)$ and a factor $e^{-n\beta}=\xi^n$.

At $x=0$ this yields
\begin{align}
R&=1-e^{-\tau}[I_0(\tau)+I_1(\tau)],\\
R_c&=\tfrac12\left[1-e^{-\tau}I_0(\tau)\right].
\end{align}
For small $\tau$, $R=\tau/2-\tau^2/4+\dots$ and $R_c=\tau/2-3\tau^2/8+\dots$. Their difference is $\tau^2/8$, as counted at the start. For large $\tau$, $e^{-\tau}I_n\simeq1/\sqrt{2\pi\tau}$, so $R\to1$ while $R_c\to1/2$: after many reversals an exited ion is equally likely to rest on either side.

Evaluating the formulas at $\tau=0.5$, 2 and 8 gives $R=0.1985$, 0.4762 and 0.7224, against $R_c=0.1775$, 0.3457 and 0.4283. The missed half is the limit of this model, not a bound for every scattering law.

\section{Where false returns rest}

To rest at $-x$, an ion must first pass that point moving outward. The passage from $0$ to $-x$ contributes $e^{-\kappa x}$, so the transformed rest density outside is $Ae^{-\kappa x}$. Its integral is $\hat p=A/\kappa$. With (\ref{eq:ratio}),
\begin{equation}
A=\frac12\left(\frac{\kappa}{s}-1\right)=\frac{\hat f}{1-\hat f}
=\frac{\lambda}{2\kappa}(1+\hat f).
\end{equation}
A false return is an exit, with factor $\hat f$, followed by the mirror image of this motion. Therefore
\begin{align}
\hat C(x)&=\frac{\lambda}{2\kappa}(\hat f+\hat f^2)e^{-\kappa x},\\
C(x)&=\frac{\lambda}{2}e^{-\tau}\left[\xi I_1(z)+\xi^2I_2(z)\right],\qquad 0<x<L.
\end{align}
Both $\xi$ and $z$ fall with $x$, and $I_1$ and $I_2$ increase with $z$, so $C$ is largest at the surface. Multiplying the truncated profile by a constant cannot in general remove an error with its own depth dependence.

\section{The contribution of mass}

Let the ion have mass $M_1$ and speed $v$, and the target atom, at rest, mass $M_2$. The centre of mass moves at $M_1v/(M_1+M_2)$. In its frame an elastic collision turns the ion velocity, of magnitude $M_2v/(M_1+M_2)$, through any angle. The laboratory velocity is the sum of the two. If $M_1<M_2$, the turned part can outweigh the forward part and the ion can reverse in one collision. If $M_1>M_2$, the tangent from the origin to the circle of possible velocities gives
\begin{equation}
\sin\psi_{\max}=\frac{M_2}{M_1}.
\end{equation}
For arsenic on silicon $\psi_{\max}=22.0^\circ$. At normal incidence at least five collisions are needed to turn it beyond $90^\circ$. Boron can be reversed by one.

Tilt changes this. At $75^\circ$ from the normal, arsenic travels only $15^\circ$ from the surface plane, and a single collision can send it out.

\section{Boron at 500 eV}

Boron enters amorphous silicon at normal incidence with a dose of $10^{15}\,\mathrm{cm^{-2}}$. The silicon density is set to $n=50\,\mathrm{nm^{-3}}$. A Monte Carlo calculation follows 80,000 ions through independent binary collisions, using the universal Ziegler--Biersack--Littmark screened potential and classical scattering angles from the orbit integral. Lindhard--Scharff electronic stopping acts continuously between collisions. Impact parameters are uniform over a disc of area $2n^{-2/3}$, the mean free path is $n^{-1/3}/2$, and an ion rests at 5 eV. Errors below are one standard error of sampling.

In the infinite medium, $11.13\pm0.11\%$ of the ions cross outward, but only $9.13\pm0.10\%$ rest outside. The false return is
\begin{equation}
11.13\%-9.13\%=2.00\%,\qquad w=\frac{2.00}{11.13}=0.180.
\end{equation}
Restarting the recorded exit states with fresh random numbers gives $w=0.182$, with a standard error of at most 0.005. Equation (\ref{eq:w}) then predicts $R=9.13\%/(1-0.182)=11.2\%$. A separate run of 40,000 ions with vacuum outside gives $11.05\pm0.16\%$.

Truncation thus retains $0.0200\times10^{15}=2.0\times10^{13}\,\mathrm{cm^{-2}}$ too many ions, or $2.00/88.87=2.3\%$ of the true retained dose. The local error is larger. False returns rest at a mean depth of 0.55 nm, truly retained ions at 4.07 nm. The concentrations, in $10^{21}\,\mathrm{cm^{-3}}$, are:
\begin{center}
\begin{tabular}{cccc}
Depth (nm) & True & Truncated & Ratio\\
0--1 & 0.766 & 0.933 & 1.22\\
1--2 & 1.238 & 1.264 & 1.02\\
2--3 & 1.421 & 1.426 & 1.00
\end{tabular}
\end{center}
Rescaling to the true dose multiplies the truncated profile by $88.87/90.87=0.978$. The excess in the first nanometre falls only from 22\% to 19\%, and the profile beyond 2 nm, which was nearly right, becomes about 2\% too low.

\section{Weighing mass and tilt}

At the same energy and normal incidence, hydrogen has $R=28.8\%$ and a false return of $9.2\pm0.3\%$, so truncation misses about 30\% of its reflection. That run used half the collision area and twice the mean free path of the boron run. With the boron run's values, $R$ is about 28\% and the false return about 8\%. These differences are comparable to the sampling errors of about 0.5 and 0.3 points, so only the rough size of the effect is settled.

Among 30,000 arsenic ions, at most one crossed the surface. The same holds for a fictitious ion with boron's charge and arsenic's mass. With charge, interatomic potential, energy and incidence held fixed, the larger mass alone is enough to suppress the effect. This control does not separate the deflection limit from the accompanying changes in collision energy and electronic stopping.

Arsenic tilted by $75^\circ$ has $R=21.1\%$ and a false return of $2.8\pm0.1\%$. At 500 eV arsenic is therefore practically free of this error at normal incidence, but not at every angle. The tilted values are less firm than those for boron. Lowering the rest energy from 5 to 1.25 eV raises $R$ by about 2 points and the false return by about 0.6 points, and neither has settled there. A planar surface barrier of 5 eV, neglected here, matters more: it holds back slow exits and bends the incoming path towards the normal. Including it lowers $R$ by about 9 points at a rest energy of 5 eV and by about 11 points at 1.25 eV. With the barrier only ions above 5 eV can escape, so $R$ itself no longer depends on a rest energy below that value.

\section{Weighing what the model leaves out}

The amorphous target stands for a preamorphized wafer. One neglected effect that can be sized from the exit states is the surface barrier. Of the exiting ions, 9.2\% have normal energy $E\mu^2$ below 5 eV, a round value for such a barrier. Holding them back would lower the reflection by up to $0.092\times11.13=1.0$ percentage point. Following ions down to 1 eV instead of 5 eV adds slow exits: the share rises to about 14\% and the bound to about 1.6 points. This is half to two thirds of the false return, but it is a real return, caused by the surface.

Raising electronic stopping by 20\% changes $R$ by $-0.6\pm0.2$ points and the false return by $-0.14\pm0.10$ points. Two numerical settings were also varied. Doubling the collision area shifts the false return by $+0.03\pm0.10$ points and gives a mean depth of false returns near 0.5 nm, so the second digit of 0.55 nm is not settled. Lowering the rest energy to 2.5 eV shifts it by $+0.22\pm0.10$ points, about a tenth of its value. At a rest energy of 1 eV the false return reaches about 2.4\%. The result depends on where the ion is taken to rest: at 10 eV the false return is about 1.7\%, at 0.5 eV about 2.5\%. Over the same range the first-nanometre ratio runs from about 1.17 to about 1.29, and $R$ from about 0.4 points below to about 0.7 points above its value at 5 eV.

The first nanometre is the least secure part of the profile. Collisions are treated as points, whereas the head-on closest approach is 0.04 nm at 500 eV and 0.09 nm at 50 eV, not negligible beside a depth of 0.55 nm. Sputtering would move the surface by $10/50=0.2$ nm per unit yield over the full dose. The highest binned boron content is 2.8\% of the silicon density, so the dilute-target assumption is reasonable but not perfect. Channelling in crystalline silicon and a native oxide are not calculated. An oxide roughly 1 nm thick would occupy much of the depth where the false returns lie.
